Sidewall Adatom Collection and the Axial Growth Rate of Nanowires, part 1

(Sections cited here and not found follow in the second part.)

## 1. From volume balance to collection length

**Q:** I am told that the atoms landing on the side of a growing nanowire can lengthen it faster than the atoms landing on its tip. The side is supposed to contribute twice a flux times a length divided by the radius. Where does such a formula come from, and why a factor of two?

**A:** From a balance of volume. Take a straight wire of circular cross-section with radius R, whose tip has the same radius. Let j be the volume of solid material that lands and sticks per unit area of sidewall and per unit time, averaged around the wire. Suppose first that every adatom landing within a distance L of the tip is built in at the tip, and that none comes from farther down.

The collecting strip has circumference 2πR and height L, so its area is 2πRL. The volume it delivers per unit time is

2πRL j.

Let v_side be the part of the axial growth rate that this material supplies. In a time dt it adds a disc of area πR² and thickness v_side dt, so the volume added per unit time is πR² v_side. Material is conserved on its way to the tip, and therefore

πR² v_side = 2πRL j.

Dividing both sides by πR² gives

v_side = 2jL/R.

The two is what remains of the circumference 2πR over the area πR². Material that lands on the tip directly is a separate contribution and is added to this one.

**Q:** You call j a flux, but you then treat it as a speed. Which is it?

**A:** It is a volume per area per time, which has the dimension of length per time. If N atoms stick per unit area and time, and each collected atom accounts for a solid volume Ω, then j = NΩ. For a compound crystal, Ω is the volume of solid completed by one collected atom when the other element is in excess.

The number j is the speed at which the sidewall would thicken if all the material stayed where it landed. Here the material moves to the tip, so no such thickening is implied. Note also that j refers to the actual area of the sidewall. It is neither the flux in the incoming beam nor the growth rate of a flat film, and both need a geometrical factor before they can be used here.

**Q:** The sharp cut is hard to believe. An adatom wanders at random. One that lands just inside L may be lost, and one that lands just outside may arrive.

**A:** That is right, and the literal wording needs correcting. Let z be the distance below the tip, and let p(z) be the probability that an adatom landing at z reaches the tip. A strip of height dz receives the volume 2πR j dz per unit time, of which the fraction p(z) arrives. With uniform j, the balance becomes

πR² v_side = 2πR j ∫ p(z) dz,

where the integral runs over the height of the wire. The law keeps its form,

v_side = 2jL/R, with L = ∫ p(z) dz.

So L is an effective collection length. The sharp cut is the special case in which p is one down to L and zero below. In general some adatoms from within L are lost, and others from beyond L replace them in the total.

**Q:** That moves all the physics into p(z). How do you find it?

**A:** By following one adatom for one step. Let it jump up or down the wire by a small distance a, with equal probability, in a time δt. Let τ be its mean lifetime on the sidewall before it is lost, so that the chance of loss in one step is δt/τ. I take the loss to be desorption, which leaves the radius unchanged. An adatom at z that survives the step is then at z + a or at z − a, so

p(z) = (1 − δt/τ) · ½[p(z + a) + p(z − a)].

Expand the bracket in powers of a. The terms linear in a cancel, because the two jumps are opposite, and

½[p(z + a) + p(z − a)] = p + ½a²p″ + terms of order a⁴.

Insert this, and drop the product of δt/τ with a², which is of higher order:

p = p + ½a²p″ − (δt/τ)p.

Cancel p on both sides and divide by δt. With the diffusivity along the wire D = a²/(2δt), the result is

Dp″ = p/τ.

Multiplying by τ and defining the diffusion length λ = √(Dτ) gives

λ²p″ = p.

The solutions are e^(−z/λ) and e^(+z/λ). On a wire much taller than λ, the growing one is excluded because a probability can't exceed one. An adatom already at the tip is captured, if the tip is a perfect sink, so p(0) = 1. Hence

p(z) = e^(−z/λ).

The collection length of a tall wire follows by integration:

L = ∫₀^∞ e^(−z/λ) dz = λ.

**Q:** So how wrong is the picture in which the captured atoms come from within L?

**A:** The share of captured atoms that landed within λ of the tip is

(1/λ) ∫₀^λ e^(−z/λ) dz = 1 − e^(−1) = 0.632.

The other 37 % come from farther down. The picture gives the right total with the wrong origins.

This was tested with a random walk. 60,000 walkers were released at random places over a height of 8λ. Each moved in steps of λ/20, with a loss probability of 1/800 per step. These values belong together: with a = λ/20, the loss per step must be δt/τ = a²/(2λ²) = 1/800. The captured fraction times 8λ is the collection length, and it came out as 0.995λ. Of the captured walkers, a fraction 0.631 had started within λ. The test allowed deviations of 0.045 in the first number and 0.03 in the second, to cover the statistical scatter.

**Q:** One could instead solve for the density of adatoms and take its slope at the tip. Would that give the same answer?

**A:** It does. Let n(z) be the adatom density, expressed as solid volume per sidewall area, so that it matches j. The flow in the direction of increasing z, away from the tip, is −Dn′ per unit circumference. In the steady state, the supply to a thin strip balances what diffuses out and what is lost:

Dn″ − n/τ + j = 0.

Far below the tip n is uniform, so n″ = 0 and n = jτ. The general solution is this constant plus the two exponentials. On a tall wire the growing exponential is dropped, since n must stay finite. A perfect sink keeps n(0) = 0, which fixes the other coefficient at −jτ:

n(z) = jτ(1 − e^(−z/λ)).

The flow towards the tip has the opposite sign to the flow along z, so it is +Dn′(0) per unit circumference. Its value is

Dn′(0) = Djτ/λ = jλ²/λ = jλ,

where Dτ = λ² was used. Multiplying by 2πR and dividing by πR² gives v_side = 2jλ/R, as before.

**Q:** Is that agreement an accident of the uniform supply?

**A:** No. Let the supply j(z) vary along the wire. Multiply the density equation by p and integrate over z:

∫ p(Dn″ − n/τ + j) dz = 0.

Integrating the first term by parts twice moves both derivatives onto p:

∫ pDn″ dz = D[pn′ − p′n] + ∫ nDp″ dz,

where the bracket is its value at the far end minus its value at the tip. On a tall wire with bounded supply, p and p′ vanish at the far end. At the tip p = 1 and n = 0, so the bracket contributes −Dn′(0). The remaining integral contains n(Dp″ − p/τ), which is zero by the equation for p. What is left is

Dn′(0) = ∫ j(z)p(z) dz.

The two methods therefore agree for any such supply. The same line shows what happens when the supply is uneven: material landing near the tip counts for more. One may then write v_side = 2jL/R only after saying which flux j stands for, since an unweighted average over the height would give a wrong rate in general.

**Q:** A young wire may be shorter than λ. It can't collect from a length that it doesn't have.

**A:** Then the lower end matters. Let the wire have height H, and suppose first that adatoms neither leave nor enter through its base. This is a reflecting base, with n′(H) = 0. The solution that also vanishes at the tip is

n(z) = jτ[1 − cosh((H − z)/λ)/cosh(H/λ)].

At z = 0 the ratio is one, so n = 0. At z = H the slope contains sinh(0), which is zero. Differentiating, with the minus sign from H − z cancelling the minus sign in front, gives

n′(0) = (jτ/λ) sinh(H/λ)/cosh(H/λ).

Multiplying by D and using Dτ = λ² yields jλ tanh(H/λ), so that

L = λ tanh(H/λ), reflecting base.

For H much larger than λ, this returns to λ. For H much smaller than λ, the hyperbolic tangent approaches its argument and L approaches H: nearly every adatom on the sidewall reaches the tip before it is lost.

**Q:** And if the base also swallows adatoms?

**A:** With n = 0 at both ends and uniform supply, the density is symmetric about the middle of the wire. Its slope is zero there, so the upper half behaves as a wire of height H/2 on a reflecting base. Therefore

L = λ tanh(H/(2λ)), absorbing base.

A short wire now gives half of its sidewall material to the tip and half to the base, and L approaches H/2.

Take λ = 300 nm and H = 150 nm. The reflecting base gives 300 nm × tanh(0.5) = 138.6 nm, and the absorbing base gives 300 nm × tanh(0.25) = 73.5 nm. The condition at the base changes the sidewall contribution of this short wire by nearly a factor of two. For H = 2000 nm on a reflecting base, L = 299.999 nm, and the base has no practical influence.

**Q:** Does this mean that a short wire accelerates as it grows?

**A:** In this model it does, if the base reflects and j, R and the direct rate v₀ stay fixed. While H is much smaller than λ, put L = H and add the direct part:

dH/dt = v₀ + 2jH/R.

For a wire that starts at H = 0, the solution is

H(t) = (v₀R/2j)[e^(2jt/R) − 1].

Its derivative is v₀e^(2jt/R), and the right-hand side of the equation gives v₀ + v₀[e^(2jt/R) − 1], which is the same. The exponential rise ends once H becomes comparable with λ. The rate still grows, but ever more slowly: L is 0.76λ at H = λ and 0.96λ at H = 2λ. The collection length levels off at λ, and the growth rate levels off with it.

**Q:** One more doubt about the geometry. In a vacuum chamber the material often comes as a beam from one side. Half of the wire is in shadow, and yet you use a single averaged flux.

**A:** The averaging is justified as long as the equation is linear and the wire is the same all around. Let α be the angle around the axis and f(α) the local supply. Diffusion around the wire adds a second term:

D[∂²n/∂z² + (1/R²)∂²n/∂α²] − n/τ + f(α) = 0.

Average every term over α from 0 to 2π. The average of ∂²n/∂α² is proportional to the difference of ∂n/∂α between 2π and 0. That difference is zero, because the two angles are the same line on the wire. The average density then obeys the earlier equation, with j equal to the average of f. The conditions at the tip and the base are the same at all angles, so they carry over as well.

The lit side may hold more adatoms than the dark side, but the total arriving at the tip depends on the average supply alone. The argument fails if D or τ differs from facet to facet, or if the loss isn't proportional to the density, as when adatoms meet and form islands. In those cases the way the supply is distributed around the wire can matter, and not only its average.

## 2. Numbers, limits and real wires

**Q:** Before we put in numbers, remind me what is established.

**A:** The wire has radius R and height H, and z is measured downward from the tip. The sidewall receives a solid volume j per area and time, averaged around the wire. Adatoms have diffusivity D, lifetime τ and diffusion length λ = √(Dτ). Their density n is a solid volume per area, and it approaches jτ far from the tip. The probability of reaching a perfectly absorbing tip is p = e^(−z/λ) on a tall wire. The sidewall contribution to the axial rate is

v_side = 2jL/R,

with L = λ on a tall wire and L = λ tanh(H/λ) on a reflecting base. A one-sided supply enters through its average.

**Q:** Then find that average for a beam. What I know in practice is the growth rate of a flat film.

**A:** Let the beam make an angle φ with the wire axis, and let the substrate be perpendicular to the axis. Let B be the volume flux through an area normal to the beam. If all arriving atoms stick, a flat film grows at

v_p = B cos φ.

The part of the beam perpendicular to the wire is B sin φ. A sidewall element whose normal is turned by α from that direction receives B sin φ cos α if it is lit, which means −π/2 < α < π/2, and nothing otherwise. The average around the wire is

j = (B sin φ/2π) ∫ cos α dα = (B sin φ/2π) · 2 = B sin φ/π,

with the integral taken over the lit half. Replacing B by v_p/cos φ gives

j = v_p tan φ/π.

**Q:** Now a case, please.

**A:** Take round parameters in the rough regime of metal-catalysed III–V nanowires grown by molecular beam epitaxy: v_p = 0.200 nm/s, φ = 35°, a temperature of 850 K, R = 25 nm and H = 2000 nm. With D = 10⁷ nm²/s and τ = 9 ms,

λ = √(10⁷ × 0.009) nm = 300 nm.

The beam flux is B = 0.200/cos 35° = 0.2442 nm/s, and the sidewall flux is

j = 0.2442 × sin 35°/π = 0.0446 nm/s.

The sidewall contribution is then

v_side = 2 × 0.0446 × 300/25 = 1.07 nm/s, or 3.85 µm/h.

A flat tip directly receives 0.20 nm/s, so the total is 1.27 nm/s.

**Q:** The sidewall flux is less than a quarter of the planar rate, and yet it supplies five times as much as the tip?

The sidewall contribution is v_side = 2jL/R, with L close to λ on a tall wire, and in the example it comes to 1.07 nm/s against 0.20 nm/s received directly by the tip. It remains to explain why so small a flux supplies so much, and to examine what changes the result in real wires, from the adatom density at the tip to material re-emitted by the substrate.

Numbers in the example were calculated in double precision.
